Does relativity directly expand d and f orbitals?

**Question**

I have learned the rule that relativity contracts s and p orbitals and expands d and f orbitals. For s electrons I can picture the reason: they reach high speeds close to the nucleus. What I cannot find is the term in the Dirac equation that pushes a d or f electron outward. The spin-orbit term is repulsive for j = l + 1/2, but it is attractive for j = l − 1/2, so it does not look like a general cause. Does the Dirac equation itself expand orbitals of high l? If not, where does the expansion in heavy atoms come from, and can the cause be isolated in a calculation?

**Answer**

In a Coulomb field the Dirac equation produces no net outward push. Every hydrogenic orbital, d and f included, has a smaller mean radius in Dirac theory than in Schrödinger theory. In the mercury atom computed below, the expansion of 5d and 4f is a many-electron effect: the direct relativistic contraction of the occupied shells, above all s and p, moves charge inward, and this charge screens the nucleus better. The first statement can be proved. The second is a computed result for one atom, obtained by switching relativity on in stages.

**One electron: the equations**

I use atomic units, with c = 1/α, a point nucleus, V = −Z/r and Zα < 1. "Contraction" means a smaller <r>. The quantum number κ is −(l+1) for j = l + 1/2 and l for j = l − 1/2, where l belongs to the large component P. In both cases κ(κ+1) = l(l+1).

With Q the small component, ∫(P² + Q²)dr = 1, and W the energy including c², the radial equations are

c(P′ + κP/r) = (W + c² + Z/r)Q
c(−Q′ + κQ/r) = (W − c² + Z/r)P

Let ε = W/c². At large r both functions decay as e^(−λr) with λ = c√(1−ε²). Insert P = r^γ e^(−λr) Σ a_k r^k and the same form for Q with coefficients b_k. Equal powers of r give

c(γ+k+κ)a_k − Z b_k = cλ a_(k−1) + (W+c²) b_(k−1)
c(κ−γ−k)b_k − Z a_k = −cλ b_(k−1) + (W−c²) a_(k−1)

For k = 0 the right sides are zero. A nonzero solution needs c²(κ²−γ²) = Z², so the regular solution has γ = √(κ²−Z²α²).

For large k the recursion multiplies the coefficients by 2λ/k. An endless series would therefore grow as e^(2λr), and the state would not be bound. The series must end at some k = n_r, where the next right sides vanish:

cλa = −(W+c²)b

Since c²λ² = (c²−W)(c²+W), the second right side plus cλ/(W+c²) times the first is zero for every k. The same combination of left sides is then zero. At k = n_r, inserting a from the line above and dividing by b gives

c(κ−γ−n_r) + Z(W+c²)/(cλ) − c(γ+n_r+κ) − Zcλ/(W+c²) = 0

The two Z terms add up to Z[(W+c²) − (c²−W)]/(cλ) = 2ZW/(cλ). Hence Zε = λ(n_r+γ), and squaring gives

ε = (n_r+γ)/N
N² = (n_r+γ)² + Z²α² = n_r² + 2n_rγ + κ²
1 − ε² = Z²α²/N²

For c → ∞ this becomes λ = Z/(n_r+|κ|), so n = n_r + |κ|. For κ > 0 the value n_r = 0 is excluded: the k = 0 equation gives a and b equal signs, while termination needs opposite signs.

**The mean radius**

Write the radial Hamiltonian with Pauli matrices acting on (P, Q):

h = −icσ₂ d/dr + cκσ₁/r + c²σ₃ + V

In an eigenstate <[h, A]> = 0 and <{h−W, B}> = 0, where braces denote the anticommutator. The boundary terms vanish for the operators below because γ > 0. Also, <σ₂> = 0 because P and Q are real.

Take A = r d/dr. The derivative term contributes −icσ₂ d/dr, which equals h − cκσ₁/r − c²σ₃ − V. The other terms contribute cκσ₁/r and −rV′ = V. The sum is h − c²σ₃, so

<σ₃> = ε

Take B = σ₃. It anticommutes with σ₁ and σ₂, which leaves 2c² + 2<(V−W)σ₃> = 0, so

Z<σ₃/r> = c²(1−ε²)

Take A = iσ₂. With [σ₁, iσ₂] = −2σ₃ and [σ₃, iσ₂] = 2σ₁,

<σ₁> = κ<σ₃/r>/c = κc(1−ε²)/Z

Take A = r² d/dr. The derivative term gives 2r(h − cκσ₁/r − c²σ₃ − V), and the others give cκσ₁ − r²V′ = cκσ₁ − Z. Since −2rV = 2Z,

2W<r> − 2c²<rσ₃> − cκ<σ₁> + Z = 0   (1)

Take B = rσ₃. The derivative now also acts on r and leaves −icσ₂σ₃ = cσ₁. Therefore

c<σ₁> + 2c²<r> − 2Zε − 2W<rσ₃> = 0   (2)

With W = εc², equation (2) gives 2c²<rσ₃> = [c<σ₁> + 2c²<r> − 2Zε]/ε. Insert this into (1) and multiply by ε:

−2c²(1−ε²)<r> − (1+κε)c<σ₁> + 3Zε = 0

Now use c<σ₁> = κc²(1−ε²)/Z and c²(1−ε²) = Z²/N²:

<r> = [(3N² − κ²)ε − κ]/(2Z)

For c → ∞, N → n and ε → 1. This gives the Schrödinger value [3n² − κ² − κ]/(2Z) = [3n² − l(l+1)]/(2Z).

**Why every hydrogenic orbital contracts**

The term −κ is the same in both formulas, so only the first terms need comparing. Since n = n_r + |κ|,

N² = n² − 2n_r(|κ|−γ) ≤ n²

Moreover 0 < ε < 1, and 3N² − κ² ≥ 2κ² > 0. Therefore

(3N² − κ²)ε < 3N² − κ² ≤ 3n² − κ²

The Dirac radius is smaller for either sign of κ and for every l. The repulsive spin-orbit term for j = l + 1/2 does not reverse the result.

The effect does weaken as j grows. The shift in <r> depends on n and |κ| = j + 1/2 rather than on l: states such as 4d5/2 and 4f5/2 shrink by the same length. To leading order in Zα,

γ ≈ |κ| − Z²α²/(2|κ|)
N² ≈ n² − n_rZ²α²/|κ|
ε ≈ 1 − Z²α²/(2n²)

Insert these into <r> and subtract the Schrödinger value:

Δ<r> ≈ (1/2Z)[−3n_rZ²α²/|κ| − (3n²−κ²)Z²α²/(2n²)]
  = −(Zα²/4)[6n/|κ| − 3 − κ²/n²]

At fixed n the bracket falls as |κ| grows, but it is still 2 at the largest value, |κ| = n.

For Z = 80 the full formula can be followed by hand for 1s, where N = 1, κ = −1 and ε = γ. Here Zα = 80/137.036 = 0.5838 and γ = 0.8119, so <r> = (2γ+1)/160 = 0.01640 bohr. That is 0.00868 Å, against 0.00992 Å without relativity. Other states at the same Z change as follows:

5d3/2: −2.98 %
5d5/2: −1.65 %
4f5/2: −2.11 %
4f7/2: −0.95 %

These are small contractions, but none is an expansion.

**Many electrons: separating two effects**

In an atom, relativity changes both the equation for an orbital and the field in which that orbital moves. Two steps separate them:

1. Converge the nonrelativistic atom, freeze its potential, and solve the Dirac equation in it. The change in an orbital is the direct effect.
2. Let the Dirac atom reach its own self-consistent field. The further change is the indirect effect.

The two add up to the net change by definition, so the information lies in their separate signs. Changing the field first and the equation second could divide the same net change differently.

I applied this to neutral mercury, [Xe]4f¹⁴5d¹⁰6s², in exchange-only local-density Kohn–Sham theory with a point nucleus. Correlation, the Breit interaction, relativistic corrections to exchange and QED are left out, and some self-interaction remains. The radii below are averaged over j with the electron numbers as weights. Changes in <r>, in Å, are listed as direct, indirect, net:

6s: −0.304, +0.081, −0.223
3d: −0.0024, +0.0014, −0.0010
4d: −0.0067, +0.0055, −0.0012
4f: −0.0039, +0.0100, +0.0062
5d: −0.0387, +0.0622, +0.0235

The direct effect contracts the d and f shells here too. The hydrogenic proof does not cover a screened potential, so this is a computed result for mercury; the numerical check asserts it for every occupied subshell and each j. The indirect effect has the opposite sign. For 5d it wins:

0.7767 − 0.0387 + 0.0622 = 0.8002 Å

This is an expansion of 3.0 %, from 1.468 to 1.512 bohr. The 4f shell expands by 2.5 %.

The energies show the same competition. The 5d level starts at −10.98 eV. The direct effect lowers it by 2.40 eV and the indirect effect raises it by 4.61 eV, so it ends 2.21 eV higher.

The rule "d orbitals expand" is therefore too broad even as a description of the net result. In this atom the j-averaged 3d and 4d radii shrink slightly, although the j-averaged energies rise. The two j components differ: 3d3/2 and 4d3/2 contract and fall in energy, while 3d5/2 keeps its radius, 4d5/2 expands by 0.001 Å, and both j = 5/2 levels rise. Within the 5d shell, 5d5/2 expands by 0.039 Å, while 5d3/2 changes by only −0.0001 Å. That last figure is best read as no change: it is what remains of a direct effect of −0.0578 Å and an indirect effect of +0.0577 Å, in a model that leaves out correlation and other terms.

**Which shells cause the expansion?**

For a spherical charge cloud, Gauss's law gives the inward electrostatic force on an electron at radius r as

[Z − q(r)]/r²

where q(r) is the number of electrons inside r. If s and p shells contract, q(r) rises at the radius of an outer d or f shell, the pull weakens, and that shell spreads. This argument leaves out the accompanying change in the exchange potential, so it needs a test with the full mean field.

The test is to treat s and p electrons with the Dirac equation and d and f electrons with the Schrödinger equation, and to converge this mixed atom. No relativistic term then acts on d or f, so any change in them must come through the field. The result is

5d: +0.0404 Å
4f: +0.0062 Å

Both shells expand with no relativity in their own equation. The number of s and p electrons inside the original mean 5d radius rises from 33.05 to 33.40. Inside the original mean 4f radius it rises from 23.33 to 24.01. These counts show the s and p charge moving inward, which is what starts the shift. They are not the full q(r) of the force formula, which also counts the d and f electrons. As those shells spread they carry charge outward: in the converged mixed atom the total count inside the original mean 4f radius rises by only 0.18, and inside the original mean 5d radius it falls by 0.10. The force at one radius in the final field therefore does not measure the effect. The evidence is the expansion itself, obtained with no relativity in the d and f equations.

In the opposite mixture only d and f are relativistic. Then 5d contracts by 0.0166 Å and 4f hardly changes (−0.0002 Å). Without relativistic s and p shells, neither j-averaged radius grows; for 4f the small average hides −0.0021 Å for 4f5/2 and +0.0013 Å for 4f7/2.

The s and p shells are nevertheless not the whole indirect effect. In the second mixture the direct effect on 5d is still −0.0387 Å, because the frozen starting potential is the same. The field change caused by relativistic d and f shells must therefore contribute

−0.0166 − (−0.0387) = +0.0221 Å

Together with the s and p part this gives 0.0404 + 0.0221 = 0.0625 Å, close to the full indirect effect of 0.0622 Å. About two thirds of the outward shift of 5d thus comes from the s and p shells and one third from the d and f shells. The s and p part is what turns a net contraction into a net expansion.

**Where these statements hold**

The hydrogenic theorem concerns <r> for a point nucleus with Zα < 1. It does not say that every other measure of orbital size behaves the same way. In an atom, the net sign depends on a balance between two effects, so it has to be computed for each shell. What the mercury calculation rules out is reading an expanded 5d or 4f shell as evidence of an outward push in the Dirac equation: with the field held fixed, the same shells contract.

Numbers as computed

```
Z = 80, c = 137.035999 a.u.
1 bohr = 0.529177 angstrom, 1 hartree = 27.21139 eV
closed-form states checked for contraction: 8768
largest relative error of <r>, series: 9.1e-13
largest relative error of <r>, Gaussian basis: 1.7e-04
Hydrogenic <r> in angstrom: Schroedinger, Dirac, change in %
  1s1/2: 0.009922 0.008678 -12.540
  2p1/2: 0.033074 0.027768 -16.042
  2p3/2: 0.033074 0.031921 -3.484
  5d3/2: 0.228208 0.221418 -2.975
  5d5/2: 0.228208 0.224440 -1.651
  4f5/2: 0.119065 0.116548 -2.114
  4f7/2: 0.119065 0.117932 -0.952
Mercury SCF virial ratio V/T: -2.000000
Mercury <r> in angstrom: nonrel., direct, indirect, net
  6s: 1.66467 -0.30370 +0.08096 -0.22274
  5p: 0.57369 -0.04245 +0.01727 -0.02518
  3d: 0.08834 -0.00236 +0.00137 -0.00099
  4d: 0.23909 -0.00672 +0.00549 -0.00123
  4f: 0.24963 -0.00385 +0.01001 +0.00616
  5d: 0.77670 -0.03869 +0.06216 +0.02348
Mercury orbital energy in eV: nonrel., direct, indirect, net
  6s: -4.585 -3.043 +1.587 -1.456
  5p: -60.139 -14.811 +8.410 -6.402
  3d: -2306.848 -82.269 +102.125 +19.855
  4d: -352.600 -22.007 +28.504 +6.497
  4f: -110.204 -4.986 +20.834 +15.848
  5d: -10.981 -2.398 +4.606 +2.208
By j, <r> change in angstrom: direct, indirect, net
  4f5/2: -0.00580 +0.00991 +0.00412
  4f7/2: -0.00239 +0.01009 +0.00770
  5d3/2: -0.05784 +0.05772 -0.00012
  5d5/2: -0.02592 +0.06513 +0.03921
<r> change in angstrom: only s,p Dirac; only d,f Dirac; all Dirac
  3d: +0.00100 -0.00200 -0.00099
  4d: +0.00370 -0.00492 -0.00123
  4f: +0.00624 -0.00015 +0.00616
  5d: +0.04042 -0.01657 +0.02348
s,p electrons inside the nonrel. <r>: nonrel., only s,p Dirac
  4f, 0.24963 angstrom: 23.3326 24.0117
  5d, 0.77670 angstrom: 33.0458 33.4038
5d <r> in bohr: nonrel. 1.46775, Dirac SCF 1.51211
5d net change of <r>: +3.023 %
```
